\section*{Projected Sternheimer Polarizability of a Model Insulator from Occupied States}

A model crystal with two filled bands has a polarizability of $0.005607\,e\,\mathrm{nm^2/V}$ per cell. Two linear equations per filled state give this number without any empty state, and a sum over all 19 empty bands of the same 21-plane-wave basis agrees with it to a relative $4\times10^{-15}$. If the projection on the empty states is dropped from both right-hand sides, the linear equations still converge, but to $0.006005$ or $0.005627\,e\,\mathrm{nm^2/V}$, depending on a numerical parameter with no physical meaning. The derivation accounts for both the agreement and the failure.

\section{Model and conventions}

Independent electrons of charge $-e$ ($e>0$) move in
\begin{equation}
H=\frac{p^2}{2m}+V(x),\qquad
V=V_1\cos\frac{2\pi x}{a}-V_2\cos\frac{4\pi x}{a},
\end{equation}
with $a=0.50$ nm, $V_1=3$ eV and $V_2=7$ eV. Each of the lowest $N_v=2$ bands holds two electrons per state. A static uniform field $F$ along $x$ adds $+eFx$. The nuclei are clamped, and $V$ does not respond to the field until local fields are added below. The polarizability $\alpha$ is the induced dipole per cell divided by $F$.

Bloch states are $e^{ikx}u_{nk}(x)$, with $u_{nk}$ periodic and normalized over one cell. The $u_{nk}$ are eigenfunctions of
\begin{equation}
H_k=\frac{(p+\hbar k)^2}{2m}+V,\qquad
\partial_kH_k=\frac{\hbar}{m}(p+\hbar k).
\end{equation}
Let $P_k=\sum_v|u_{vk}\rangle\langle u_{vk}|$ project on the occupied states and let $Q_k=1-P_k$. The index $v$ runs over occupied bands and $c$ over empty ones. The index $k$ on $u$ and $\varepsilon$ is dropped where no confusion arises.

\section{Derivation}

\subsection{The position operator}

The operator $x$ is not periodic, but its commutator with the occupied projector $P$ of the crystal is. Up to normalization,
\begin{equation}
P(x,x')=\int dk\,e^{ik(x-x')}P_k(x,x').
\end{equation}
The kernel of $[x,P]$ is $(x-x')P(x,x')$. Since $(x-x')e^{ik(x-x')}=-i\partial_ke^{ik(x-x')}$, integration by parts moves the derivative onto $P_k$. The full integrand is periodic in $k$, so the boundary terms cancel, and
\begin{equation}
[x,P]\;\longrightarrow\; i\,\partial_kP_k .
\end{equation}
This step needs $P_k$ to be smooth in $k$, which a gap above the filled bands ensures. Crossings among the filled bands do no harm.

Because $Q[x,P]P=QxP$, the empty--occupied part of the position acting on $u_v$ is
\begin{equation}
|\phi_v\rangle\equiv Q_k x|u_v\rangle=i\,Q_k(\partial_kP_k)|u_v\rangle .
\end{equation}
To find it without a derivative of $P_k$, differentiate $[H_k,P_k]=0$:
\begin{equation}
[\partial_kH_k,P_k]+[H_k,\partial_kP_k]=0 .
\end{equation}
Apply $Q_k$ from the left and $|u_v\rangle$ from the right. In the first commutator $Q_kP_k=0$ leaves $Q_k(\partial_kH_k)|u_v\rangle$. In the second, $Q_k$ commutes with $H_k$, and $H_k|u_v\rangle=\varepsilon_v|u_v\rangle$. Multiplication by $i$ gives the first Sternheimer equation,
\begin{equation}
(H_k-\varepsilon_v)|\phi_v\rangle=-i\,Q_k(\partial_kH_k)|u_v\rangle .
\label{eq:first}
\end{equation}

\subsection{The response to the field}

Let the occupied projector change to $P+\delta P$. It must remain a projector, so to first order $P\,\delta P+\delta P\,P=\delta P$. Multiplying by $P$ on both sides gives $2P\,\delta P\,P=P\,\delta P\,P$, hence $P\,\delta P\,P=0$. Multiplying by $Q$ on both sides gives $Q\,\delta P\,Q=0$. The response therefore has only empty--occupied blocks. Stationarity, $[H+eFx,P+\delta P]=0$, reads to first order
\begin{equation}
[H,\delta P]+eF[x,P]=0 .
\end{equation}
This describes the state reached when a weak field is switched on slowly. In an infinite crystal that state is long-lived, not a ground state, because electrons can tunnel across the gap. With $|\Delta u_v\rangle=Q_k\,\delta P_k|u_v\rangle$, the empty--occupied block is
\begin{equation}
(H_k-\varepsilon_v)|\Delta u_v\rangle=-eF|\phi_v\rangle,\qquad P_k|\Delta u_v\rangle=0 .
\label{eq:second}
\end{equation}

The dipole is $-e\,\mathrm{Tr}(x\,\delta P)$ per spin. The diagonal blocks of $\delta P$ vanish, so the trace contains $\langle\phi_v|\Delta u_v\rangle$ and its complex conjugate. Two spins and this conjugate pair make a factor 4:
\begin{equation}
\alpha=-\frac{4e}{F}\,\frac1{N_k}\sum_{kv}\mathrm{Re}\,\langle\phi_v|\Delta u_v\rangle .
\label{eq:alpha}
\end{equation}

\subsection{Equality with the band sum}

Write $D_{cv}=\langle u_c|\partial_kH_k|u_v\rangle$. Projecting Eqs.~(\ref{eq:first}) and (\ref{eq:second}) on $u_c$ gives
\begin{equation}
\langle u_c|\phi_v\rangle=\frac{-iD_{cv}}{\varepsilon_c-\varepsilon_v},\qquad
\langle u_c|\Delta u_v\rangle=-eF\,\frac{-iD_{cv}}{(\varepsilon_c-\varepsilon_v)^2}.
\end{equation}
The factors $-i$ combine to $|{-i}|^2=1$ in the scalar product, and the minus sign cancels that of Eq.~(\ref{eq:alpha}):
\begin{equation}
\alpha=\frac{4e^2}{N_k}\sum_{kvc}\frac{|D_{cv}|^2}{(\varepsilon_c-\varepsilon_v)^3}.
\label{eq:sos}
\end{equation}
The only completeness used is that of the eigenvectors of the matrix $H_k$. The equality therefore holds in any fixed finite basis, converged or not, provided both sides use the same basis, $k$ points and matrix $\partial_kH_k$. Agreement of the two numbers says nothing about basis convergence, which has to be examined separately.

\section{A solvable form of the equations}

The matrix $H_k-\varepsilon_v$ has a zero eigenvalue, and negative ones if filled bands lie below $v$. Replace it by
\begin{equation}
A_v=H_k-\varepsilon_v+sP_k .
\end{equation}
On an empty state its eigenvalue is $\varepsilon_c-\varepsilon_v>0$, provided the bands are separated at this $k$. On an occupied state $w$ it is $\varepsilon_w-\varepsilon_v+s$, which is positive for every pair if $s$ exceeds the spread of the occupied energies. $A_v$ is then positive definite, as conjugate gradients require. It does not mix the two subspaces, so a right-hand side in the empty space gives a solution there that is independent of $s$.

At $k=\pi/(2a)=3.1416\ \mathrm{nm^{-1}}$ the lowest energies are $-2.1475$, $2.8640$ and $10.6292$ eV. For the second band the unshifted matrix has the eigenvalue $-2.1475-2.8640=-5.0115$ eV. Choosing $s$ as 10 eV plus the spread gives $s=15.0115$ eV. The occupied eigenvalues become 10.0 and 15.0 eV, and the lowest eigenvalue is the direct gap, $10.6292-2.8640=7.7652$ eV.

\begin{verbatim}
for each k:
    find occupied u[v], e[v]; P = sum |u[v]><u[v]|
    s = s0 + max(e) - min(e)          # s0 > 0
    for each occupied v:
        A(y) = H y - e[v] y + s P y
        b    = -i (dH/dk) u[v];   b = b - P b
        phi  = CG(A, b)
        b    = -e F phi;          b = b - P b
        du   = CG(A, b)
        alpha += -(4 e/(F Nk)) Re <phi|du>
\end{verbatim}

A suitable preconditioner is diagonal in plane waves, $1/(T_G+10\ \mathrm{eV})$, with $T_G=\hbar^2(k+G)^2/2m$. At large $G$ the kinetic energy dominates $A_v$, so the product of the two approaches unity there. The preconditioner does not commute with $P_k$, and intermediate vectors may acquire occupied components. The converged solution has none, because $A_v$ is nonsingular and block diagonal. With a loose stopping tolerance, a final projection removes the remaining occupied part, but not the error within the empty space.

\section{Cost and error propagation}

Let $N$ be the basis size and $I$ the number of iterations per solve. With fast Fourier transforms, one application of $A_v$ costs of order $N\log N$ for $H_k$ and $NN_v$ for $P_k$. The response then costs of order $N_vI(N\log N+NN_v)$ per $k$, against $N^3$ for a dense diagonalization that supplies every empty state. The filled states must be found in either case. For 21 plane waves the saving is immaterial. In the example no solve took more than 13 iterations to reduce the residual to $10^{-13}$ of the right-hand side.

The two solves do not need equal accuracy. Equation~(\ref{eq:alpha}) is $4e^2/N_k$ times the sum of $\langle\phi_v|A_v^{-1}|\phi_v\rangle$. For a trial vector $y=A_v^{-1}\phi_v+\delta$, expansion gives
\begin{equation}
2\,\mathrm{Re}\langle\phi_v|y\rangle-\langle y|A_v|y\rangle
=\langle\phi_v|A_v^{-1}|\phi_v\rangle-\langle\delta|A_v|\delta\rangle ,
\end{equation}
since the terms linear in $\delta$ cancel. Evaluated through the left side, an error of the second solve enters quadratically and lowers $\alpha$. An error $\delta\phi_v$ of the first solve enters linearly, as $2\,\mathrm{Re}\langle\delta\phi_v|A_v^{-1}|\phi_v\rangle$. The first solve therefore deserves the tighter tolerance. Conjugate gradients started from zero leave a residual orthogonal to $y$, so that $\langle y|A_v|y\rangle=\mathrm{Re}\langle\phi_v|y\rangle$, and the plain scalar product in the pseudocode already equals the left side.

\section{Worked example}

At $k=\pi/(2a)$ the first solve gives $\|\phi_1\|=0.038674$ nm and $\|\phi_2\|=0.071041$ nm. The contributions to $\alpha$ at this $k$, before averaging over the zone, are $0.0004412$ and $0.0025614\,e\,\mathrm{nm^2/V}$, so the upper filled band supplies 85\% of their sum. If all transitions from band $v$ had one energy $\bar\Delta_v$, its contribution would be $4e^2\|\phi_v\|^2/\bar\Delta_v$. This defines an effective energy:
\begin{equation}
\bar\Delta_2=\frac{4(0.071041)^2}{0.0025614}\ \mathrm{eV}=7.88\ \mathrm{eV},\qquad
\bar\Delta_1=\frac{4(0.038674)^2}{0.0004412}\ \mathrm{eV}=13.6\ \mathrm{eV}.
\end{equation}
The smallest transition energies at this $k$ are 7.77 and 12.78 eV. Both bands thus respond mainly through their lowest transitions, and the upper band leads because its $\phi$ is longer and its transition energy smaller.

Averaging over 24 evenly spaced $k$ points gives $\alpha=0.005607\,e\,\mathrm{nm^2/V}=8.98\times10^{-40}\ \mathrm{C\,m^2/V}$. Going to 36 points and 29 plane waves changes it by a relative $10^{-14}$. The band sum, Eq.~(\ref{eq:sos}), reaches 98.26\% of its full value with one empty band, 99.88\% with two and 99.98\% with three. Truncation after two empty bands would thus cost only about 0.1\% here. The inverse cube of the transition energy favours low bands.

A route without any position operator uses total energies. Take a ring of $M$ cells and add the potential energy $(eF/q)\cos qx$ with $q=2\pi/(Ma)$. Its field has amplitude $F$ and mean square $F^2/2$, so for small $q$ the energy per cell changes by $-\frac12\alpha F^2/2=-\alpha F^2/4$. Diagonalizing rings with $F=0.1$ V/nm gives apparent values $0.00556346$ for $M=20$ and $0.00559613\,e\,\mathrm{nm^2/V}$ for $M=40$. The energy of second order in $F$ is even in $q$, so the leading error is proportional to $q^2$, which doubling $M$ divides by four. Eliminating it gives
\begin{equation}
\frac{4(0.00559613)-0.00556346}{3}=0.00560702\ e\,\mathrm{nm^2/V},
\end{equation}
which differs from the Sternheimer value by a relative $3\times10^{-6}$. Agreement this close is partly a cancellation of errors. The nonlinear change found below between 0.1 and 0.5 V/nm, scaled as $F^2$, implies a relative shift of about $10^{-5}$ at $F=0.1$ V/nm, which the extrapolation in $q$ does not remove.

\section{Failure modes}

\textbf{Unprojected right-hand sides.} The vector $-i(\partial_kH_k)u_v$ has occupied components $-iD_{wv}$. Without projection, each solve divides them by $s+\varepsilon_w-\varepsilon_v$, and the result acquires the spurious term
\begin{equation}
\delta\alpha=\frac{4e^2}{N_k}\sum_{kvw}\frac{|D_{wv}|^2}{(s+\varepsilon_w-\varepsilon_v)^3}>0 .
\end{equation}
With $s$ equal to 10 eV plus the occupied spread, the error is $0.006005-0.005607=0.000398\,e\,\mathrm{nm^2/V}$, or 7\% of $\alpha$. With 30 eV in place of 10 eV it is 0.4\%. Convergence of the solver does not reveal the fault, but a change of $s$ does.

\textbf{A closing gap.} The smallest eigenvalue of $A_v$ is then a small transition energy. Equation~(\ref{eq:sos}) contains its inverse cube, while the range of $k$ with small transition energies shrinks in proportion to the gap. In this model $\alpha$ therefore grows about as the inverse square of the gap: with $V_2=1.0$ eV the gap is 0.23 eV and $\alpha$ is $3.7\,e\,\mathrm{nm^2/V}$. This value needs a dense mesh (1500 and 3000 points agree); the 24 points used above miss the narrow range near $k=0$ and give 0.35, about ten times too small. In a metal $P_k$ is not smooth and the derivation fails.

\textbf{An incomplete projector.} If a filled band $w$ below $v$ is missing from $P_k$, the negative eigenvalue $\varepsilon_w-\varepsilon_v$ survives and conjugate gradients lose their foundation.

\textbf{A nonlocal potential.} $\partial_kH_k$ must then include the derivative of the $k$-dependent potential. The kinetic term alone no longer represents $i[H_k,x]$.

\section{Local fields}

The induced charge produces a periodic potential that the independent-electron result omits. Assign each chain a cross-section $\mathcal A=0.0625\ \mathrm{nm^2}$ and spread its charge evenly over it. If $n_G$ is a Fourier component of the induced electron number per length, Poisson's equation gives the potential energy
\begin{equation}
W_G=\frac{e^2n_G}{\epsilon_0\mathcal A\,G^2},\qquad G\neq0 .
\end{equation}
The component $G=0$ is excluded because $F$ is the macroscopic field, held fixed. The second equation becomes
\begin{equation}
(H_k-\varepsilon_v)|\Delta u_v\rangle=-eF|\phi_v\rangle-Q_kW|u_v\rangle,\quad
n(x)=\frac4{N_k}\sum_{kv}\mathrm{Re}\,u_v^*\Delta u_v .
\end{equation}
It is iterated to self-consistency, each step adding a fraction $\beta$ of the difference between new and old $W$. Write the periodic response as $n=n_0+\chi_0W$, with $n_0$ the density for $W=0$, and Poisson's equation as $W=Kn$. An error along an eigenvector of $-K\chi_0$ with eigenvalue $\lambda\ge0$ is multiplied by $1-\beta(1+\lambda)$ per step. Convergence requires $\beta<2/(1+\lambda_{\max})$. Here $\beta=0.3$ needs 49 steps for a relative change below $10^{-9}$.

The result is $0.004647\,e\,\mathrm{nm^2/V}$, 17\% below the independent-electron value. Solving the linear relation between $n$ and $W$ directly, with $\chi_0$ built from all bands, gives the same number. The sign follows from the equations. The extra dipole due to $W$ is
\begin{equation}
\frac{4e}{N_k}\sum_{kv}\mathrm{Re}\langle\phi_v|A_v^{-1}Q_kW|u_v\rangle
=-\frac1F\int_0^a W n_0\,dx ,
\end{equation}
because $A_v^{-1}\phi_v=-\Delta u_v^{(0)}/(eF)$, where the superscript marks the solution for $W=0$. Self-consistency gives $W=(K^{-1}-\chi_0)^{-1}n_0$ on the components $G\ne0$. Since $K$ is positive there and $\chi_0$ has no positive eigenvalue, the integral is non-negative and Hartree local fields lower $\alpha$ in this model.

\section{The numbers beside a gate dielectric}

The cell volume is $a\mathcal A=0.03125\ \mathrm{nm^3}$, and $\epsilon_0=0.055263\,e/(\mathrm{V\,nm})$. Hence
\begin{equation}
\epsilon=1+\frac{\alpha}{\epsilon_0a\mathcal A}
=1+\frac{0.005607}{0.055263\times0.03125}=4.25 ,
\end{equation}
or 3.69 with local fields. At 5 MV/cm $=0.5$ V/nm the independent-electron polarization is $\alpha F/(a\mathcal A)=0.0897\,e/\mathrm{nm^2}=1.44\ \mathrm{\mu C/cm^2}$.

The model gap of 5.57 eV and this $\epsilon$ lie in the rough range of hafnium oxide, whose gap is near 6 eV and whose electronic dielectric constant is near 4. The resemblance is not a prediction: the potential is chosen, $\epsilon-1$ without local fields is inversely proportional to the chosen $\mathcal A$, and four electrons per cell on a chain do not represent the oxide's valence shell or its transverse response. A field of 5 MV/cm is comparable to the breakdown field of such films, so the values at this field mark an upper limit, not normal operation. One assumption that fails badly in a real static measurement is that of clamped nuclei. One polar mode per cell adds $Z^2e^2/(\epsilon_0a\mathcal A\mu\omega^2)$. With rough oxide values, $Z=5$, $\omega/2\pi=8$ THz and a reduced mass $\mu=27$ u, this is about 20, several times the electronic part. The computed $\epsilon$ therefore applies to frequencies well above the lattice modes and well below the gap.

The remaining effects that were sized are small at this field. Ring energies at $F=0.5$ instead of 0.1 V/nm, with $M=20$ fixed, raise the apparent $\alpha$ by a relative $3\times10^{-4}$. Averaged over the sinusoidal field, this energy-based value contains only 3/8 of the cubic response, so in a uniform field of 0.5 V/nm the ratio of dipole to field rises by nearly $10^{-3}$. For tunnelling, the decay constant $\kappa$ in the gap follows from the transfer matrix of one cell, and its integral over the gap is 13.86 eV/nm. The WKB probability is $\exp(-2\times13.86/0.5)\approx10^{-24}$ per attempt. At the attempt rate $eFa/h=6\times10^{13}\ \mathrm{s^{-1}}$ this is about $10^{-10}\ \mathrm{s^{-1}}$ per electron. Defects and electrodes, absent here, open other leakage paths in a film. The thermal factor $\exp(-E_g/2k_BT)$, with $E_g$ the gap, is about $10^{-35}$ at 400 K. Exchange--correlation response and electron--hole attraction are also absent, and their size is not estimated.
